# Nickel-nickel hopping through a bent Ni-O-Ni bridge: a numerical check

```python
"""
Result under test: two Ni d orbitals, each axial and pointing at a shared
oxygen, hop through its degenerate p shell with amplitude
    h(theta) = V**2 * cos(theta) / gap      (second order in V/gap),
so bending Ni-O-Ni from 180 to 155 degrees lowers |h| by 1 - cos(25 deg).
theta : Ni-O-Ni angle          V   : sigma p-d coupling
gap   : d level minus p level  n1, n2 : unit vectors from O to each Ni
Energies are in eV in the example; the relations hold in any energy unit.
"""
import numpy as np
import sympy as sp
from scipy import constants as const


def bond_vectors(theta_deg):
    """O at the origin, Ni-Ni line parallel to x, bend in the xy plane."""
    half = np.radians(theta_deg) / 2
    n1 = np.array([-np.sin(half), -np.cos(half), 0.0])
    n2 = np.array([np.sin(half), -np.cos(half), 0.0])
    return n1, n2


def second_order(v1, v2, gaps):
    """Hopping from eliminating ligand levels lying 'gaps' below d."""
    return float(np.sum(v1 * v2 / gaps))


def diagonalized_hopping(v1, v2, gaps):
    """Hopping from the full matrix: its two d-like (top) eigenstates are
    projected on the d orbitals and symmetrically orthonormalized."""
    size = 2 + len(gaps)
    ham = np.zeros((size, size))
    ham[0, 2:] = ham[2:, 0] = v1
    ham[1, 2:] = ham[2:, 1] = v2
    ham[range(2, size), range(2, size)] = -np.asarray(gaps)
    energy, states = np.linalg.eigh(ham)
    left, _, right = np.linalg.svd(states[:2, -2:])
    basis = left @ right
    return float((basis @ np.diag(energy[-2:]) @ basis.T)[0, 1])


def tilted_coupling(axis, n, v_sigma, v_pi):
    """p-d coupling vector of an axial d orbital with an arbitrary axis."""
    c = axis @ n
    return (v_sigma * (3 * c**2 - 1) / 2 * n
            + np.sqrt(3) * v_pi * c * (axis - c * n))


def check_weak_limit(v1, v2, gaps):
    """Second order must be the weak-coupling limit of diagonalization,
    with a relative error falling as the square of the coupling."""
    errors = []
    for scale in (0.04, 0.02):
        full = diagonalized_hopping(scale * v1, scale * v2, gaps)
        approx = second_order(scale * v1, scale * v2, gaps)
        errors.append(abs(full / approx - 1))
    assert errors[0] < 5e-3
    assert 3.9 < errors[0] / errors[1] < 4.1


# ---- Coupling vectors by quadrature over explicit orbitals ----
line = np.arange(-7, 7.01, 0.25)
points = np.stack(np.meshgrid(line, line, line, indexing="ij"), -1)
points = points.reshape(-1, 3)
n = np.array([0.48, 0.60, 0.64])
n /= np.linalg.norm(n)
e = np.cross(n, [0.0, 0.0, 1.0])
e /= np.linalg.norm(e)
f = np.cross(n, e)
from_ni = points - 2.5 * n
r2_o = np.sum(points**2, axis=1)
r2_ni = np.sum(from_ni**2, axis=1)
# The kernel stands for a local two-centre potential, round about each ion.
kernel = 1 + 2 * np.exp(-0.3 * r2_o) + 3 * np.exp(-0.5 * r2_ni)
weight = kernel * np.exp(-0.4 * r2_o - 0.6 * r2_ni) * 0.25**3


def p_vector(d_shape):
    return points.T @ (weight * d_shape)


def axial_d(axis):
    return (3 * (from_ni @ axis)**2 - r2_ni) / 2


aligned = p_vector(axial_d(n))
s_sigma = aligned @ n
pi_vector = p_vector(np.sqrt(3) * (from_ni @ n) * (from_ni @ e))
s_pi = pi_vector @ e
delta_vector = p_vector(
    np.sqrt(3) / 2 * ((from_ni @ e)**2 - (from_ni @ f)**2))
assert abs(s_sigma) > 1e-2 and abs(s_pi) > 1e-2
assert np.allclose(aligned, s_sigma * n, atol=1e-9)
assert np.allclose(pi_vector, s_pi * e, atol=1e-9)
assert np.allclose(delta_vector, 0, atol=1e-9)
for tilt in (0.2, 0.7, 1.3):
    axis = np.cos(tilt) * n + np.sin(tilt) * (0.6 * e + 0.8 * f)
    assert np.allclose(p_vector(axial_d(axis)),
                       tilted_coupling(axis, n, s_sigma, s_pi), atol=1e-9)

# ---- Example parameters: rough values for a bent nickelate ----
V = 1.5
GAP = 3.0
BENT = 155.0
BOND = 1.95
PI_RATIO = -0.46
V_S, GAP_S = 1.3, 18.0
P_SPLIT = 0.5
TEMPERATURE = 400.0
p_gaps = np.full(3, GAP)

# ---- Angle law against diagonalization, weak and strong coupling ----
for angle in (180.0, 165.0, 155.0, 140.0, 110.0, 70.0):
    a, b = bond_vectors(angle)
    c = np.cos(np.radians(angle))
    weak = 0.02 * GAP
    ratio = diagonalized_hopping(weak * a, weak * b, p_gaps) \
        / (weak**2 * c / GAP)
    assert abs(ratio - 1) < 1e-3
    check_weak_limit(V * a, V * b, p_gaps)
    closed = 0.5 * (np.sqrt(GAP**2 / 4 + V**2 * (1 + c))
                    - np.sqrt(GAP**2 / 4 + V**2 * (1 - c)))
    assert abs(closed - diagonalized_hopping(V * a, V * b, p_gaps)) < 1e-12

# Series of the closed form in g = (V/gap)**2, energies in units of gap.
g, cs = sp.symbols("g c")
closed_form = (sp.sqrt(sp.Rational(1, 4) + g * (1 + cs))
               - sp.sqrt(sp.Rational(1, 4) + g * (1 - cs))) / 2
expected = [0, cs, -2 * cs, 6 * cs + 2 * cs**3]
for order, coefficient in enumerate(expected):
    found = sp.diff(closed_form, g, order).subs(g, 0) / sp.factorial(order)
    assert sp.simplify(found - coefficient) == 0

# ---- Main result ----
s1, s2 = bond_vectors(180.0)
b1, b2 = bond_vectors(BENT)
h_straight = second_order(V * s1, V * s2, p_gaps)
h_bent = second_order(V * b1, V * b2, p_gaps)
paths = V**2 * b1 * b2 / GAP
reduction = 1 - abs(h_bent / h_straight)
weak = 0.02 * GAP
weak_reduction = 1 - (diagonalized_hopping(weak * b1, weak * b2, p_gaps)
                      / diagonalized_hopping(weak * s1, weak * s2, p_gaps))
assert abs(weak_reduction - (1 - np.cos(np.radians(25)))) < 1e-6
bend = np.radians(180 - BENT)
loss_along = abs(h_straight) - abs(paths[0])
assert abs(loss_along - paths[1]) < 1e-12

# ---- Sizes of neglected effects ----
full_straight = diagonalized_hopping(V * s1, V * s2, p_gaps)
full_bent = diagonalized_hopping(V * b1, V * b2, p_gaps)
full_reduction = 1 - full_bent / full_straight

sp_gaps = np.append(p_gaps, GAP_S)
with_s = []
for a, b in ((s1, s2), (b1, b2)):
    va, vb = np.append(V * a, V_S), np.append(V * b, V_S)
    check_weak_limit(va, vb, sp_gaps)
    with_s.append(second_order(va, vb, sp_gaps))
s_reduction = 1 - with_s[1] / with_s[0]

split_gaps = np.array([GAP, GAP - P_SPLIT, GAP - P_SPLIT])
check_weak_limit(V * b1, V * b2, split_gaps)
split_reduction = 1 - (second_order(V * b1, V * b2, split_gaps)
                       / second_order(V * s1, V * s2, split_gaps))

x_axis = np.array([1.0, 0.0, 0.0])
frozen = []
for v_pi in (0.0, PI_RATIO * V):
    f1 = tilted_coupling(x_axis, b1, V, v_pi)
    f2 = tilted_coupling(x_axis, b2, V, v_pi)
    check_weak_limit(f1, f2, p_gaps)
    frozen.append(1 - second_order(f1, f2, p_gaps) / h_straight)
assert min(frozen) > reduction

in_plane = np.cross([0.0, 0.0, 1.0], b2)
check_weak_limit(V * b1, PI_RATIO * V * in_plane, p_gaps)
mixing = abs(second_order(V * b1, PI_RATIO * V * in_plane, p_gaps))

stretch_loss = 1 - 1.01**(-7)
angle_range = []
for angle in (BENT - 2, BENT + 2):
    a, b = bond_vectors(angle)
    angle_range.append(1 - second_order(V * a, V * b, p_gaps) / h_straight)
thermal = const.k * TEMPERATURE / const.e
hartree = const.physical_constants["Hartree energy in eV"][0]
ni_ni = [BOND * np.linalg.norm(a - b) for a, b in ((s1, s2), (b1, b2))]

print("INPUTS (rough model values)")
print(f"sigma coupling V: {V:.2f} eV")
print(f"d-p level separation: {GAP:.2f} eV")
print(f"V divided by separation: {V / GAP:.2f}")
print(f"bent Ni-O-Ni angle: {BENT:.0f} degrees")
print(f"Ni-O length: {BOND:.2f} angstrom")
print(f"Ni-Ni distance, straight: {ni_ni[0]:.3f} angstrom")
print(f"Ni-Ni distance, bent: {ni_ni[1]:.3f} angstrom")
print("MAIN RESULT (second order)")
print(f"hopping at 180 degrees: {h_straight:.4f} eV")
print(f"  the same: {h_straight / hartree:.5f} hartree")
print(f"hopping at 155 degrees: {h_bent:.4f} eV")
print(f"  the same: {h_bent / hartree:.5f} hartree")
print(f"path by p along Ni-Ni, bent: {paths[0]:.4f} eV")
print(f"path by p across Ni-Ni, bent: {paths[1]:.4f} eV")
print(f"loss in the along path: {loss_along:.4f} eV")
print(f"total loss of magnitude: {abs(h_straight) - abs(h_bent):.4f} eV")
print(f"ratio bent/straight: {h_bent / h_straight:.4f}")
print(f"reduction: {100 * reduction:.2f} percent")
print(f"small-bend estimate: {100 * bend**2 / 2:.2f} percent")
print("NEGLECTED EFFECTS")
print(f"full diagonalization, 180 degrees: {full_straight:.4f} eV")
print(f"full diagonalization, 155 degrees: {full_bent:.4f} eV")
print(f"reduction, full diagonalization: {100 * full_reduction:.2f} percent")
print(f"O 2s coupling assumed: {V_S:.2f} eV")
print(f"d-2s separation assumed: {GAP_S:.1f} eV")
print(f"hopping with 2s path, 180 degrees: {with_s[0]:.4f} eV")
print(f"hopping with 2s path, 155 degrees: {with_s[1]:.4f} eV")
print(f"reduction with 2s path: {100 * s_reduction:.2f} percent")
print(f"p-level splitting assumed: {P_SPLIT:.2f} eV")
print(f"reduction with split p: {100 * split_reduction:.2f} percent")
print(f"pi/sigma coupling ratio assumed: {PI_RATIO:.2f}")
print(f"reduction, frozen d axes, sigma: {100 * frozen[0]:.1f} percent")
print(f"reduction, frozen d axes, sigma+pi: {100 * frozen[1]:.1f} percent")
print(f"e_g to t2g hopping opened by bend: {mixing:.3f} eV")
print(f"extra loss, 1 percent longer bonds: {100 * stretch_loss:.1f} percent")
print(f"reduction at 153 degrees: {100 * angle_range[0]:.1f} percent")
print(f"reduction at 157 degrees: {100 * angle_range[1]:.1f} percent")
print(f"temperature of use assumed: {TEMPERATURE:.0f} K")
print(f"thermal energy there: {thermal:.4f} eV")
print("every check passed")
```

Printed output:

```
INPUTS (rough model values)
sigma coupling V: 1.50 eV
d-p level separation: 3.00 eV
V divided by separation: 0.50
bent Ni-O-Ni angle: 155 degrees
Ni-O length: 1.95 angstrom
Ni-Ni distance, straight: 3.900 angstrom
Ni-Ni distance, bent: 3.808 angstrom
MAIN RESULT (second order)
hopping at 180 degrees: -0.7500 eV
  the same: -0.02756 hartree
hopping at 155 degrees: -0.6797 eV
  the same: -0.02498 hartree
path by p along Ni-Ni, bent: -0.7149 eV
path by p across Ni-Ni, bent: 0.0351 eV
loss in the along path: 0.0351 eV
total loss of magnitude: 0.0703 eV
ratio bent/straight: 0.9063
reduction: 9.37 percent
small-bend estimate: 9.52 percent
NEGLECTED EFFECTS
full diagonalization, 180 degrees: -0.5490 eV
full diagonalization, 155 degrees: -0.4942 eV
reduction, full diagonalization: 9.98 percent
O 2s coupling assumed: 1.30 eV
d-2s separation assumed: 18.0 eV
hopping with 2s path, 180 degrees: -0.6561 eV
hopping with 2s path, 155 degrees: -0.5858 eV
reduction with 2s path: 10.71 percent
p-level splitting assumed: 0.50 eV
reduction with split p: 10.31 percent
pi/sigma coupling ratio assumed: -0.46
reduction, frozen d axes, sigma: 21.7 percent
reduction, frozen d axes, sigma+pi: 37.5 percent
e_g to t2g hopping opened by bend: 0.146 eV
extra loss, 1 percent longer bonds: 6.7 percent
reduction at 153 degrees: 10.9 percent
reduction at 157 degrees: 7.9 percent
temperature of use assumed: 400 K
thermal energy there: 0.0345 eV
every check passed
```
